# Inner-sphere reorganisation energy of a hexaaqua iron ion at an electrode

## Problem

A hexaaqua iron ion, $\mathrm{Fe(H_2O)_6}$, gives an electron to an inert metal electrode and passes from the charge state 2+ to 3+. All six Fe–O bonds shorten by $d=0.14$ Å. The breathing vibration, in which the six bonds stretch in phase, has the wavenumber $\tilde\nu_2=390\ \mathrm{cm^{-1}}$ in the 2+ ion and $\tilde\nu_3=490\ \mathrm{cm^{-1}}$ in the 3+ ion.

(a) Find the force constants that belong to these wavenumbers.

(b) The two force constants differ. Decide which combination of them enters the activation barrier, and calculate the inner-sphere reorganisation energy $\lambda_\mathrm{in}$ of the ion.

(c) How much does the answer depend on the solvent, and what changes if the partner is a second iron ion instead of an electrode?

(d) Estimate the errors due to classical nuclei, harmonic bonds and the uncertainty of $d$ at 298.15 K.

Energies are given in eV, lengths in Å and force constants in N/m, the natural units for this problem.

## Solution

### What is to be calculated

If two states have parabolic energies $\lambda q^2$ and $\lambda(1-q)^2$ with level minima, they cross at $q=1/2$, at the height $\lambda/4$. The reorganisation energy is thus four times the barrier. We keep this meaning when the curvatures differ: with $E$ the barrier for level minima and $\lambda_o$ the reorganisation energy of the surrounding solvent, the inner-sphere part is $4E-\lambda_o$.

Level minima are the relevant case at zero driving force, although a metal offers many electron levels. Take an empty level at energy $\varepsilon$ above the Fermi level. For equal curvatures the barrier for transfer into it is
$$\frac{(\lambda+\varepsilon)^2}{4\lambda}=\frac{\lambda}{4}+\frac{\varepsilon}{2}+\frac{\varepsilon^2}{4\lambda}.$$
The level is empty with probability $1/(1+e^{-\varepsilon/k_BT})$. The product of this probability and the Boltzmann factor is
$$\frac{e^{-\lambda/4k_BT}\,e^{-\varepsilon/2k_BT}}{1+e^{-\varepsilon/k_BT}}\,e^{-\varepsilon^2/4\lambda k_BT}=\frac{e^{-\lambda/4k_BT}}{2\cosh(\varepsilon/2k_BT)}\,e^{-\varepsilon^2/4\lambda k_BT},$$
which peaks at $\varepsilon=0$. Levels within a few $k_BT$ of the Fermi level dominate, and for them the minima are nearly level.

We assume that each water molecule moves as a rigid body, that the electronic coupling to the metal is weak enough to leave the two energy surfaces unchanged, and, until part (d), that the nuclei are classical and the bonds harmonic.

### (a) Force constants

Let every water move outward by the same distance $s$. The forces on the iron from opposite ligands cancel, so the iron stays at rest. With $m$ the mass of one water molecule, the kinetic and potential energies are
$$T=6\cdot\tfrac12 m\dot s^2=3m\dot s^2,\qquad V=6\cdot\tfrac12 ks^2=3ks^2.$$
The equation of motion is $6m\ddot s=-6ks$, so that
$$k=m\omega^2,\qquad \omega=2\pi c\tilde\nu .$$

The constant $k$ also contains the coupling between bonds. If the energy is $\frac12\sum_{ij}F_{ij}s_is_j$, each bond has one diagonal constant $F_d$, four neighbours at right angles with coupling $F_c$, and one opposite neighbour with coupling $F_t$. For equal $s_i$ the energy is $\frac12\cdot6\,(F_d+4F_c+F_t)s^2$, hence $k=F_d+4F_c+F_t$. The change of geometry in this problem is a pure breathing displacement, so it needs this same sum and no separate knowledge of the couplings.

With $m=18.015$ u $=2.9915\times10^{-26}$ kg, $\omega_2=7.346\times10^{13}$ rad/s and $\omega_3=9.230\times10^{13}$ rad/s,
$$k_2=m\omega_2^2=161.4\ \mathrm{N/m},\qquad k_3=m\omega_3^2=254.8\ \mathrm{N/m}.$$

The choice of mass matters, because at given wavenumbers $k$ is proportional to it. The reduced mass of an isolated Fe–water pair, 13.62 u, would lead to $\lambda_\mathrm{in}=0.548$ eV by the formula derived below. It describes a vibration in which the iron recoils, which it does not do here. The mass of oxygen alone would give 0.644 eV, but the hydrogens travel with their oxygen.

### (b) The barrier and the reorganisation energy

Let $x$ be the shortening of each bond, measured from the 2+ geometry. The bond energies of the two states are
$$V_2(x)=3k_2x^2,\qquad V_3(x)=3k_3(d-x)^2 .$$

Two vertical energies can be read off. A 2+ ion that loses its electron at fixed geometry has the excess bond energy $V_3(0)=3k_3d^2=0.935$ eV. A 3+ ion that gains one has $V_2(d)=3k_2d^2=0.592$ eV. They differ because the newly formed state supplies the stiffness. Neither is by itself the barrier parameter, so the crossing must be found.

Describe the solvent by a coordinate $y$ that is 0 when its polarisation suits the 2+ ion and 1 when it suits the 3+ ion, with the same curvature in both states:
$$G_2=V_2+\lambda_oy^2,\qquad G_3=V_3+\lambda_o(1-y)^2 .$$
Transfer takes place where $G_2=G_3$, and the barrier $E$ is the lowest energy on that line. Setting the two equal and cancelling $\lambda_oy^2$ gives $V_2=V_3+\lambda_o-2\lambda_oy$, or
$$y-\tfrac12=\frac{V_3-V_2}{2\lambda_o}.$$

On the crossing line the energy equals the mean of $G_2$ and $G_3$. Since $y^2+(1-y)^2=\frac12+2(y-\frac12)^2$,
$$\frac{G_2+G_3}{2}=\frac{V_2+V_3}{2}+\frac{\lambda_o}{4}+\lambda_o\left(y-\tfrac12\right)^2 .$$
Inserting $y-\frac12$, multiplying by four and taking the minimum over $x$, we get
$$4E-\lambda_o=\min_x\left[\,2(V_2+V_3)+\frac{(V_3-V_2)^2}{\lambda_o}\right].\tag{1}$$

When $\lambda_o$ is large, the second term drops out and $V_2+V_3$ has to be minimised. Its derivative vanishes when
$$6k_2x-6k_3(d-x)=0\quad\Rightarrow\quad x_0=\frac{k_3}{k_2+k_3}\,d .$$
Then $d-x_0=k_2d/(k_2+k_3)$, and
$$V_2+V_3=\frac{3k_2k_3^2d^2+3k_3k_2^2d^2}{(k_2+k_3)^2}=\frac{3k_2k_3d^2}{k_2+k_3}.$$
Twice this is the inner-sphere reorganisation energy:
$$\boxed{\lambda_\mathrm{in}=\frac{6k_2k_3}{k_2+k_3}\,d^2}\tag{2}$$

Equation (2) is $3\bar kd^2$ with the harmonic mean $\bar k=2k_2k_3/(k_2+k_3)$. For $k_2=k_3=k$ it reduces to $3kd^2$, which is then also the value of both vertical energies. If one state is much softer than the other, $\lambda_\mathrm{in}$ approaches twice the smaller vertical energy: the soft state does nearly all the deforming.

Here $\bar k=197.7$ N/m, so
$$\lambda_\mathrm{in}=3\times197.7\ \mathrm{N/m}\times(0.14\times10^{-10}\ \mathrm{m})^2=1.162\times10^{-19}\ \mathrm{J}=0.725\ \mathrm{eV},$$
or 70.0 kJ/mol. It contributes $\lambda_\mathrm{in}/4=0.181$ eV to the barrier. At the crossing the bonds of the 2+ ion have shortened by $x_0=0.0857$ Å, more than half of $d$, because the softer ion yields more.

### (c) Influence of the solvent and of the partner

Equation (1) shows how good the limit of large $\lambda_o$ is. Its second term is never negative, so $4E-\lambda_o\ge\lambda_\mathrm{in}$ for every $\lambda_o$. Any trial value of $x$ gives an upper bound, and two values are useful.

The first is $x=x_0$. There
$$V_3-V_2=\frac{3k_2k_3(k_2-k_3)d^2}{(k_2+k_3)^2}=\frac{\lambda_\mathrm{in}}{2}\,\frac{k_2-k_3}{k_2+k_3}=-0.0814\ \mathrm{eV}.$$
The excess over $\lambda_\mathrm{in}$ is therefore at most $(0.0814\ \mathrm{eV})^2/\lambda_o$, which tends to zero as $\lambda_o$ grows. This confirms that (2) is the limit.

The second is the point where $V_2=V_3$, that is $\sqrt{k_2}\,x=\sqrt{k_3}\,(d-x)$, or $x=d\sqrt{k_3}/(\sqrt{k_2}+\sqrt{k_3})$. The last term of (1) vanishes there, and
$$4E-\lambda_o\le4V_2=\frac{12k_2k_3d^2}{(\sqrt{k_2}+\sqrt{k_3})^2}=0.7348\ \mathrm{eV}.$$
This holds for any $\lambda_o$. As $\lambda_o\to0$ the last term of (1) forces $V_2=V_3$, and the bound is reached.

The inner part thus lies between 0.7254 and 0.7348 eV whatever the solvent does, within this model. For the rough value $\lambda_o=1.0$ eV, numerical minimisation gives 0.7293 eV, and the whole barrier is
$$E=\frac{1.0+0.7293}{4}\ \mathrm{eV}=0.432\ \mathrm{eV}.$$
The bond shortening at the top is then 0.0825 Å, slightly less than $x_0$. The reason is in (1): at $x_0$ the difference $V_3-V_2$ is negative, and a smaller $x$ raises $V_3$, lowers $V_2$ and so reduces the mismatch.

Now let the partner be a second iron ion, as in self-exchange between a 2+ and a 3+ ion in solution. Both ions change their bonds. With $x'$ the lengthening of the bonds of the initial 3+ ion, the bond energies before and after transfer are
$$V_R=3k_2x^2+3k_3x'^2,\qquad V_P=3k_3(d-x)^2+3k_2(d-x')^2 .$$
Equation (1) holds with $V_R$ and $V_P$ in place of $V_2$ and $V_3$, since its derivation did not use their form. The sum $V_R+V_P$ splits into a part in $x$ and a part in $x'$. Each has the minimum $3k_2k_3d^2/(k_2+k_3)$, at $x=x_0$ and $x'=d-x_0$. At these values
$$V_R=3k_2x_0^2+3k_3(d-x_0)^2=V_P,$$
so the mismatch term vanishes. The inner-sphere energy is $2\lambda_\mathrm{in}=1.451$ eV for any $\lambda_o$, and both ions have equal bond lengths at the crossing. An electrode has no ligand shell to rearrange, which is why only one ion counts in the present problem.

### (d) Errors of the model

**Bond change.** Because $\lambda_\mathrm{in}\propto d^2$, an error of 0.01 Å is important. With the force constants held fixed, $d=0.13$ Å gives 0.625 eV and $d=0.15$ Å gives 0.833 eV, about 14 % below and 15 % above the result.

**Quantum nuclei.** The vibrational quanta are $\hbar\omega_2=0.0484$ eV and $\hbar\omega_3=0.0608$ eV, while $k_BT=0.0257$ eV. The classical treatment is therefore doubtful.

For weak coupling, the golden rule gives the rate into a level as an integral over time $t$ of
$$\mathrm{Tr}\left[e^{-\beta H_2}e^{iH_2t/\hbar}e^{-iH_3t/\hbar}\right],\qquad \beta=1/k_BT .$$
Here $H_2$ and $H_3$ are the nuclear Hamiltonians. Shift the path of integration to $t=u-i\hbar\beta/2$ with real $u$. The classical solvent then contributes the factor $\exp(-\beta\lambda_o/4-\lambda_ok_BTu^2/\hbar^2)$, which for large $\lambda_o$ confines $u$ to the neighbourhood of zero. What remains of the breathing mode is
$$\mathrm{Tr}\left[e^{-\beta H_2/2}e^{-\beta H_3/2}\right].$$

Use the coordinate $Q=\sqrt6\,s$, for which $T=\frac12m\dot Q^2$; the minima are then $D=\sqrt6\,d$ apart. The matrix element of $e^{-\beta H/2}$ between $Q'$ and $Q$ for an oscillator centred at zero is a constant times $e^{-S/\hbar}$. Here $S$ is the action of the imaginary-time path that obeys $\ddot q=\omega^2q$ and joins the two points in the time $\tau=\hbar\beta/2$. Write $q(u)=A\cosh\omega u+B\sinh\omega u$ for $-\tau/2\le u\le\tau/2$. The end points fix
$$A=\frac{Q+Q'}{2\cosh(\omega\tau/2)},\qquad B=\frac{Q-Q'}{2\sinh(\omega\tau/2)} .$$
Integration by parts reduces the action to its end values:
$$S=\int\left(\tfrac12m\dot q^2+\tfrac12m\omega^2q^2\right)du=\tfrac12m\,\big[q\dot q\big]_{-\tau/2}^{\tau/2}=m\omega\,(A^2+B^2)\sinh\tfrac{\omega\tau}{2}\cosh\tfrac{\omega\tau}{2}.$$
Therefore
$$S=\frac{m\omega}{4}\left[(Q+Q')^2\tanh\frac{\omega\tau}{2}+(Q-Q')^2\coth\frac{\omega\tau}{2}\right].$$

In the trace, the terms in $Q-Q'$ do not contain $D$ and give a constant factor. With $X=(Q+Q')/2$ and $t_i=\tanh(\beta\hbar\omega_i/4)$, the other terms are
$$\exp\left\{-\frac m\hbar\left[\omega_2t_2X^2+\omega_3t_3(X-D)^2\right]\right\}.$$
For positive $a$ and $b$, the minimum of $aX^2+b(X-D)^2$ is $D^2/(1/a+1/b)$. The Gaussian integral over $X$ thus leaves a factor $e^{-\Phi}$ with
$$\Phi=\frac{6md^2}{\hbar}\,\frac{1}{\dfrac{1}{\omega_2t_2}+\dfrac{1}{\omega_3t_3}} .$$

At high temperature $\omega_it_i\to\beta\hbar\omega_i^2/4$, and $\Phi\to\beta\lambda_\mathrm{in}/4$ with exactly the $\lambda_\mathrm{in}$ of (2). At finite temperature $\tanh z<z$ makes $\Phi$ smaller: the nuclei tunnel through part of the barrier.

At 298.15 K the formula gives $\Phi=6.484$, and traces computed from the diagonalised Hamiltonians give the same value. The effective reorganisation energy $4k_BT\,\Phi$ is 0.666 eV, 8 % below the classical result. This change of exponent alone raises the rate by a factor of 1.78. Both numbers belong to the limit of large $\lambda_o$. In that limit the full ratio of the quantum to the classical rate, prefactor included, is 1.78 if the free energies of the two states are level in each treatment, and 1.71 if their potential minima are level. For $\lambda_o=1.0$ eV, a full sum over the vibrational levels of the breathing mode gives a factor of 1.86 if the free energies of the two states are level, and 1.79 if their potential minima are level.

**Anharmonic bonds.** In the limit of large $\lambda_o$, equation (1) gives $2\min(V_2+V_3)$ for bond energies of any shape. Replace each parabola by a Morse curve of the same curvature,
$$\frac{3k}{a^2}\left(1-e^{-a\xi}\right)^2=3k\left(\xi^2-a\xi^3+\dots\right),$$
where $\xi$ is the stretch. The 2+ ion is compressed, $\xi=-x$, and becomes stiffer; the 3+ ion is stretched, $\xi=d-x$, and becomes softer. To first order in $a$, the change of $V_2+V_3$ is the cubic term at $x_0$. Using $k_2x_0=k_3(d-x_0)$,
$$3a\left[k_2x_0^3-k_3(d-x_0)^3\right]=3ak_2x_0\left[x_0^2-(d-x_0)^2\right]=3ak_2x_0d\,(2x_0-d).$$
This is positive because $x_0>d/2$. The two effects partly cancel, and the stiffening wins. With the rough value $a=1.5$ Å$^{-1}$, full minimisation gives 0.747 eV, 3 % above the harmonic result. The first-order term alone would give 0.760 eV: at this $a$ it fixes the sign of the shift but overstates its size.

**Level minima.** At zero driving force the free energies are level, not the potential minima. A classical oscillator has the free energy $k_BT\ln(\beta\hbar\omega)$, so the stiffer 3+ ion carries an extra $k_BT\ln(\omega_3/\omega_2)=5.9$ meV in its breathing mode. Its minimum must lie lower by that amount, which reduces the barrier from the 2+ side by 2.8 meV for $\lambda_o=1.0$ eV. With quantum instead of classical oscillators the free-energy difference is 7.9 meV instead of 5.9 meV. The shift is small in either case, but it covers the breathing mode only. The other vibrations, whose frequencies also change, and the different electronic degeneracies of the two ions shift the minima too and are not included.

### The result beside a real electrode

The data correspond roughly to the aqua iron couple at an inert electrode in an acid whose anions do not bind to iron. For that case the classical estimate is $\lambda_\mathrm{in}\approx0.73$ eV. Of the corrections computed here, quantum nuclei move it most, to about 0.67 eV, and the uncertainty of $d$ can outweigh them all. Changes inside the water molecules and in the second water shell are left out, and their size has not been estimated. The quantum correction covers the breathing mode only: the solvent was kept classical, although the librations and internal vibrations of water have quanta above $k_BT$, so the factor of about 1.8 is not the whole nuclear quantum effect on the rate.

The result should not be carried over to solutions of iron(III) chloride. Chloride can replace water next to the iron, and then the moving masses, the force constants and the bond changes are all different. Equation (1) can still be used if the solvent assumptions hold, but $V_2$ and $V_3$ must be built anew from the vibrations of the complex that is present.

The numerical output lists most of the values used above.

## Table of computed values

```
INPUTS
bond change d: 0.14 angstrom
breathing wavenumber, 2+: 390 cm^-1
breathing wavenumber, 3+: 490 cm^-1
mass of one water: 18.015 u
temperature: 298.15 K
thermal energy kT: 0.02569 eV
solvent lambda_o (rough model value): 1.0 eV
FORCE CONSTANTS AND ENERGIES
omega2: 7.346 10^13 rad/s
omega3: 9.230 10^13 rad/s
k2: 161.4 N/m
k3: 254.8 N/m
2 k2 k3/(k2+k3): 197.7 N/m
vertical energy from 2+ geometry: 0.935 eV
vertical energy from 3+ geometry: 0.592 eV
lambda_in, one ion: 0.725 eV
lambda_in, one ion: 70.0 kJ/mol
lambda_in/4: 0.181 eV
CROSSING
bond shortening from 2+ at top, formula: 0.0857 angstrom
same, numerical, example lambda_o: 0.0825 angstrom
V3-V2 at the formula's point: -0.0814 eV
upper bound with example lambda_o: 0.7321 eV
upper bound for any lambda_o: 0.7348 eV
lower bound lambda_in: 0.7254 eV
numerical 4E-lambda_o: 0.7293 eV
whole barrier E: 0.4323 eV
NEGLECTED EFFECTS
quantum hbar*omega2: 0.0484 eV
quantum hbar*omega3: 0.0608 eV
displacement exponent, formula: 6.48378
displacement exponent, traces: 6.48378
effective lambda_in, quantum nuclei: 0.666 eV
rate factor from this exponent change: 1.78
Morse range (rough model value): 1.5 1/angstrom
lambda_in with Morse bonds: 0.747 eV
lambda_in for d = 0.13 angstrom: 0.625 eV
lambda_in for d = 0.15 angstrom: 0.833 eV
kT ln(omega3/omega2): 5.86 meV
barrier shift from that offset: -2.79 meV
COMMON MISTAKES
two ions (homogeneous self-exchange): 1.451 eV
Fe-water reduced mass: 13.62 u
lambda_in with reduced mass: 0.548 eV
lambda_in with oxygen mass only: 0.644 eV
```
